# How Many Skipper CCD Samples Reach 0.1 Electron Noise?

## Problem

In a skipper CCD the charge packet of a pixel is moved under a floating gate, measured, moved back, and measured again. The gate senses the charge through its electric field without draining it, so the same packet can be measured many times.

One sample is formed from two time windows of equal length. The amplifier output is averaged over a pedestal window, with the packet away from the gate, and over a signal window, with the packet under it. The sample is the signal average minus the pedestal average. A single sample has a white read noise of 3 electrons root mean square (rms), referred to the input.

How many independent samples of each packet must be averaged to bring the read noise down to 0.1 electron rms? If a sample takes 20 µs and one amplifier reads one million pixels, how long does a frame take, and does the answer survive the main imperfections of a device?

## A tempting solution

The average of $N$ samples is their sum divided by $N$. The error of each sample is therefore divided by $N$, and the noise becomes

$$
\sigma_N=\frac{\sigma_1}{N}\qquad\text{(wrong)},
$$

where $\sigma_1=3$ electrons is the single-sample noise. The noise must fall by a factor $3/0.1=30$, so 30 samples are enough.

## Where it fails

It is true that each sample's error enters the average divided by $N$. But $N$ such errors enter, and the argument has kept one. It would hold if a single sample were noisy and all the others perfect.

How the $N$ errors combine depends on how they are related. If all were identical, they would add up to $N\times\sigma_1/N=\sigma_1$, and averaging would gain nothing. If they are independent, they partly cancel, and the result lies between $\sigma_1/N$ and $\sigma_1$. The variance of the average settles where.

## Solution

**The noise of one sample.** Let $q$ be the charge in electrons, constant while it is being sampled, and write sample $k$ as

$$
y_k=q+n_k,\qquad \langle n_k\rangle=0,\qquad \langle n_k^2\rangle=\sigma_1^2 .
$$

Angle brackets denote the mean over many repetitions. White noise $v(t)$ has no memory: $\langle v(t)v(t')\rangle=S\,\delta(t-t')$, where $S$ is its two-sided spectral density. The average of $v$ over a window of length $\tau$ has variance

$$
\frac{1}{\tau^2}\int_0^\tau\!\!\int_0^\tau S\,\delta(t-t')\,dt\,dt'=\frac{S}{\tau}.
$$

For two windows that do not overlap, $t$ never equals $t'$, and the corresponding integral vanishes. Their averages are uncorrelated. The variance of a difference of uncorrelated quantities is the sum of the variances, so $\sigma_1^2=2S/\tau$. Different samples use different windows, hence

$$
\langle n_jn_k\rangle=0\qquad (j\neq k).
$$

This is the sense in which the samples are independent.

**The noise of the average.** Let $\bar y=\frac1N\sum_k y_k$. Its mean is $q$, since every $n_k$ has zero mean. Its error is $\frac1N\sum_k n_k$, and squaring the sum gives a double sum:

$$
\sigma_N^2=\frac{1}{N^2}\sum_{j=1}^{N}\sum_{k=1}^{N}\langle n_jn_k\rangle .
$$

The terms with $j\ne k$ vanish. The $N$ terms with $j=k$ each equal $\sigma_1^2$. Therefore

$$
\sigma_N^2=\frac{N\sigma_1^2}{N^2}=\frac{\sigma_1^2}{N},
\qquad
\sigma_N=\frac{\sigma_1}{\sqrt N}.
$$

The noise of the sum grows as $\sqrt N$; division by $N$ leaves $1/\sqrt N$. The tempting solution had left out this growth.

**The number of samples.** We require $\sigma_1/\sqrt N\le\sigma_{\rm t}$, with the target $\sigma_{\rm t}=0.1$ electron. All quantities are positive, so we may multiply by $\sqrt N$, divide by $\sigma_{\rm t}$, and square:

$$
N\ \ge\ \left(\frac{\sigma_1}{\sigma_{\rm t}}\right)^2=\left(\frac{3}{0.1}\right)^2=30^2=900 .
$$

**The device needs 900 samples per pixel.** With 899 the noise is 0.100056 electron, just above the target. With the 30 samples of the wrong solution it is $3/\sqrt{30}=0.548$ electron, more than five times too large.

**Could other weights do better?** Consider $\sum_k w_ky_k$. Its mean equals $q$ for every charge if $\sum_k w_k=1$, and its variance is $\sigma_1^2\sum_k w_k^2$. The Cauchy–Schwarz inequality, applied to the lists $(w_1,\dots,w_N)$ and $(1,\dots,1)$, gives

$$
1=\Big(\sum_k w_k\cdot 1\Big)^2\le N\sum_k w_k^2
\quad\Rightarrow\quad
\sum_k w_k^2\ge\frac1N .
$$

Equality holds for equal weights. No unbiased linear combination of fewer than 900 such samples reaches the target.

**A simulation.** White noise was generated for 4000 pixels holding 2 electrons each, and cut into pedestal and signal windows. The rms noise of the averages was 0.548 electron for $N=30$ and 0.1004 electron for $N=900$, against 0.548 and 0.1000 from the formula. An rms value estimated from 4000 pixels has a relative statistical error of about $1/\sqrt{8000}$, or 1.1%. The largest deviation in the numerical output, at $N=400$, is 2.5%, or about two such errors.

## What the lower noise makes possible

Charge comes in whole electrons, so the average can be rounded to the nearest integer. Rounding fails when the error exceeds half an electron in either direction. For Gaussian noise (the square-root law did not need this assumption) the probability is

$$
P=2\int_{1/2}^{\infty}\frac{e^{-x^2/2\sigma_N^2}}{\sigma_N\sqrt{2\pi}}\,dx
=\operatorname{erfc}\!\left(\frac{1}{2\sqrt2\,\sigma_N}\right),
$$

with $\sigma_N$ in electrons. The second form follows from the substitution $u=x/(\sqrt2\,\sigma_N)$ and the definition $\operatorname{erfc}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-u^2}du$.

For a single sample $P=0.868$: the rounded value is usually wrong. At 0.1 electron the half-electron boundary lies five standard deviations away, and $P=5.7\times10^{-7}$. The device then counts electrons.

## When the samples share part of their noise

Suppose that a fraction $\rho$ of the single-sample variance is the same in all samples of a pixel but varies from pixel to pixel. Interference at the sampling frequency, with a phase that changes from pixel to pixel, could act in this way. Write $n_k=c+m_k$, where $c$ is the common part with variance $\rho\sigma_1^2$, and the $m_k$ are uncorrelated with $c$ and with each other, each with variance $(1-\rho)\sigma_1^2$. Averaging leaves $c$ untouched and divides the variance of the rest by $N$:

$$
\sigma_N^2=\sigma_1^2\left[\rho+\frac{1-\rho}{N}\right].
$$

As $N\to\infty$ the noise approaches a floor $\sigma_1\sqrt\rho$. To find the required $N$, set $r=(\sigma_{\rm t}/\sigma_1)^2=1/900$ and demand $\rho+(1-\rho)/N\le r$. Subtracting $\rho$ gives $(1-\rho)/N\le r-\rho$. If $\rho<r$, the right side is positive and

$$
N\ge\frac{1-\rho}{r-\rho}.
$$

If $\rho\ge r$ (and $\rho<1$), no finite number of samples suffices.

Take $\rho=10^{-4}$. The floor is $3\times0.01=0.03$ electron, and

$$
N\ge\frac{0.9999}{0.0011111-0.0001}=988.9,
$$

so 989 samples are needed. A common part of one ten-thousandth of the variance costs about 10% more samples. Once $\rho$ reaches $1/900\approx1.11\times10^{-3}$, the target is out of reach. The demand on independence is severe because the target variance is itself only 1/900 of the original.

## When the noise is stronger at low frequency

Amplifiers also have noise whose spectral density rises towards low frequency. It has a long memory, so one might expect it to behave like the common noise above. The pedestal subtraction changes this.

Take pure $1/f$ noise with two-sided density $A/|f|$, and let the windows, each of length $\tau$, follow one another without gaps. Put $x=\pi f\tau$. Averaging an oscillation of frequency $f$ over one window multiplies its amplitude by $\sin x/x$. The two window centres are $\tau$ apart, so the subtraction contributes the factor $|e^{ix}-e^{-ix}|=2|\sin x|$. The power passed by one sample is the square of the product, $4\sin^4x/x^2$. Positive and negative frequencies contribute equally, and $df/f=dx/x$, so

$$
V_1=2\int_0^\infty\frac{A}{f}\,\frac{4\sin^4x}{x^2}\,df
=8A\int_0^\infty\frac{\sin^4x}{x^3}\,dx .
$$

Integrate by parts twice. The boundary terms vanish, because $\sin^4x$ starts as $x^4$ and stays bounded. With $\sin^4x=(3-4\cos2x+\cos4x)/8$, whose second derivative is $2(\cos2x-\cos4x)$,

$$
\int_0^\infty\frac{\sin^4x}{x^3}dx=\frac12\int_0^\infty\frac{2(\cos2x-\cos4x)}{x}\,dx=\ln\frac42=\ln2 .
$$

The last integral is the standard $\int_0^\infty(\cos ax-\cos bx)\,dx/x=\ln(b/a)$. Thus $V_1=8A\ln2$.

Successive samples start $2\tau$ apart, so their phases differ by $2\pi f\cdot2\tau=4x$. Averaging $N$ of them multiplies the power by

$$
C_N(x)=\left|\frac1N\sum_{k=0}^{N-1}e^{4ikx}\right|^2 .
$$

This has period $\pi/2$ in $x$. Its mean over a period is $1/N$, since only the $N$ diagonal terms of the squared sum survive. For large $N$ it is concentrated in narrow peaks at $x=m\pi/2$, so $N\,C_N$ acts as a row of delta functions of weight $\pi/2$. The peak at $x=0$ contributes nothing in this limit: there $\sin^4x/x^3\approx x$, and what remains is of order $(\ln N)/N$. At the other peaks $\sin^4(m\pi/2)$ is 1 for odd $m$ and 0 for even $m$:

$$
N V_N\to 8A\,\frac{\pi}{2}\sum_{m\ \rm odd}\left(\frac{2}{m\pi}\right)^3
=\frac{32A}{\pi^2}\cdot\frac78\,\zeta(3)=\frac{28A\,\zeta(3)}{\pi^2}.
$$

Here $\zeta(3)=\sum_{m\ge1}m^{-3}$; removing the even terms, which sum to $\zeta(3)/8$, leaves $7/8$ of it. Dividing by $V_1$,

$$
\frac{N V_N}{V_1}\to\frac{7\,\zeta(3)}{2\pi^2\ln2}=0.615 .
$$

White noise would give 1. For this timing, the average of many samples therefore has a variance about 38% lower with $1/f$ noise than with white noise of the same single-sample size. The reason is that neighbouring samples are negatively correlated (about $-0.13$ for nearest neighbours), so their errors partly cancel. This depends on the exponent of the spectrum. With the same timing, $1/f^2$ noise gives uncorrelated samples and a ratio of exactly 1. Steeper spectra give positive correlation and a ratio that grows with $N$ (about 6 at $N=900$ for $1/f^{2.3}$), so that averaging gains much less than $1/\sqrt N$. A steady slope is an exception: it shifts every sample by the same amount, the drift over one window length, and averaging does not remove that shift.

Suppose that 20% of the single-sample variance is $1/f$ noise, with the total held at 3 electrons rms. At $N=900$ the ratio is 0.6168, still close to its limit, and the requirement becomes

$$
N\ge900\,(0.8+0.2\times0.6168)=831.02,
$$

hence 832 samples. Real samples need gaps for moving the charge, and gaps or unequal windows change the factor. A gap of $\tau/4$ after every window raises its limit to 0.70 (about 846 samples). A gap of $\tau$ between samples only raises it to 0.86 (about 874 samples), and a gap of $\tau$ between pedestal and signal only lowers it to 0.55 (about 818 samples).

The same formulas show why one long sample is no substitute. For white noise, a single sample with windows of length $N\tau$ has variance $2S/(N\tau)$, the same as $N$ short samples. But $V_1=8A\ln2$ does not contain $\tau$: lengthening the windows does not reduce $1/f$ noise at all, whereas repeating short samples does.

## Readout time and stray charge

At 20 µs per sample, one pixel takes $900\times20\ \mathrm{µs}=18$ ms. One million pixels take 18 000 s, or 5.0 h. Since $N\propto1/\sigma_{\rm t}^2$, halving the target noise would make this four times longer.

During readout, waiting pixels collect dark charge. Assume 0.001 electron per pixel per day. The pixel read last then gains on average $0.001\times5/24=2.08\times10^{-4}$ electron. Let clocking add another $1.0\times10^{-4}$ electron per frame. The mean stray charge is $\mu=3.08\times10^{-4}$ electron, leaving out any collected during the exposure itself.

This charge belongs to the packet, so every sample measures it and averaging cannot remove it. If it arrives as independent random events, its number is Poisson distributed, with variance $\mu$. It is independent of the amplifier noise, so the variances add:

$$
\sigma_{\rm total}=\sqrt{\sigma_N^2+\mu}=\sqrt{0.01+0.000308}=0.1015\ \text{electron}.
$$

The rms noise rises by only 1.5%, but it now lies above the target; bringing the total for the last pixel back to 0.1 electron takes 930 samples, the longer frame included. Electron counting tells a different story. The probability of at least one stray electron is $1-e^{-\mu}=3.1\times10^{-4}$, several hundred times the rounding error of $5.7\times10^{-7}$. In this example false counts come mainly from real unwanted electrons, and further sampling would not remove them.

Further sampling would even add some, because the frame time grows with $N$. If $a$ is the dark charge collected by the last pixel per sample taken of each pixel, the part of the variance that depends on $N$ is $\sigma_1^2/N+aN$. Its derivative, $-\sigma_1^2/N^2+a$, vanishes when $\sigma_1^2/N=aN$, that is, when read variance equals dark charge. At $N=900$ these are 0.01 and 0.0002, so the example is still on the side where more samples lower the total rms noise. For counting it is already past the optimum: the sum of the rounding error and the probability of a stray electron in the last pixel is smallest near $N=670$, where it is $2.7\times10^{-4}$.

The dark rate whose fluctuation in the last pixel would by itself equal the target noise follows from a mean dark charge of 0.01 electron: it is $0.01\times24/5=0.048$ electron per pixel per day. This is not the tolerable rate: at that value the lowest total noise is 0.14 electron, and a total of 0.1 electron in the last pixel is out of reach for any $N$ once the rate exceeds about 0.012 electron per pixel per day. Thermal generation in silicon rises steeply with temperature, which is why such long readouts call for a cooled sensor.

## Comparison with real devices

The numbers used here are rough typical values for a scientific silicon skipper CCD cooled to somewhere near 130–140 K: a few electrons of single-sample noise, tens of microseconds per sample, and hundreds to thousands of samples to reach about 0.1 electron. Dark rates vary widely with temperature, shielding and device quality, so 0.001 electron per pixel per day should be read as a well-controlled case. The assumption most open to doubt is that the noise is white and independent from sample to sample. The two chosen departures move the answer from 900 to 989 and to 832. A measured plot of noise against $N$ helps to tell the cases apart: common noise makes it flatten once $N$ becomes comparable to $1/\rho$, while independent noise keeps it on the line $\sigma_1/\sqrt N$. At $N=900$ the common-noise example above lies only about 4% above that line, and the $1/f$ mixture about 4% below it, so seeing either takes a precise measurement. Where a five-hour frame is too long, the pixels can be divided among several amplifiers working in parallel, or the full 900 samples can be reserved for a chosen region.

## Values computed for the example and the checks

```
single-sample noise: 3.0 electrons rms
target noise: 0.1 electrons rms
noise ratio: 30
required number of samples: 900
noise with one sample fewer: 0.100056 electrons rms
noise of the average, electrons rms:
  N = 1: formula 3.0000, simulation 2.9803
  N = 9: formula 1.0000, simulation 1.0025
  N = 30: formula 0.5477, simulation 0.5478
  N = 100: formula 0.3000, simulation 0.3018
  N = 400: formula 0.1500, simulation 0.1537
  N = 900: formula 0.1000, simulation 0.1004
simulated pixels: 4000
true charge in simulation: 2.0 electrons
simulated mean charge: 1.9977 electrons
neighbour-sample correlation: -0.00095
rounding error, one sample: 0.868
rounding error at target: 5.73e-07
common-noise variance fraction: 1.0e-04
largest allowed common fraction: 1.111e-03
common-noise floor: 0.030 electrons rms
samples needed with common noise: 989
1/f factor N*Var_N/Var_1 at required N: 0.6168
1/f factor, large-N limit: 0.6150
1/f fraction of single-sample variance: 0.2
samples needed with this 1/f fraction: 832
time per sample: 20 us
sampling time per pixel: 18.0 ms
pixels per amplifier: 1000000
frame readout time: 5.00 h
dark rate: 1.0e-03 electrons/pixel/day
dark charge, last pixel: 2.08e-04 electrons
clock-induced charge: 1.0e-04 electrons/pixel/frame
total mean stray charge: 3.08e-04 electrons
stray-charge noise: 0.0176 electrons rms
total noise, last pixel: 0.1015 electrons rms
probability of stray charge: 3.08e-04
dark rate with noise equal to target: 0.048 electrons/pixel/day
```
